**Level order of 1s2p ³P from He to Ne⁸⁺**

The program computes the Breit-Pauli fine structure of helium-like ions from correlated two-electron wavefunctions. Here Z is the nuclear charge, E₀, E₁ and E₂ are the energies for J = 0, 1 and 2, and n, m and t are the scaled strengths of the nuclear spin-orbit, two-electron orbit and spin-spin terms. Second-order mixing of ³P₁ with 2 ¹P₁ is included. The program asserts the point-core angular energies against explicit spin matrices, and the two-electron integrals against a closed-form state and an enclosed-charge integral. It also asserts the noninteracting limit, the virial theorem, the hermiticity of the mixing element, basis convergence for He and N⁵⁺, and that regular order occurs among these ions from Z = 7 onward. The output gives E₀−E₁ = +12.6 cm⁻¹ for C⁴⁺ and −8.5 cm⁻¹ for N⁵⁺, with an interpolated crossing at Z = 6.71. Estimated shifts from the magnetic-moment anomaly and a hydrogenic Dirac correction are smaller than both intervals; recoil is not computed.

## Numerical check

```python
"""Fine structure of 1s2p 3P in helium-like ions, Z = 2 to 10.
Result under test: the order J=0<1<2 first appears at Z=7 (N5+).
Scaled lengths rho=Z*r are used. Reduced strengths:
 n: nuclear orbit, sum l_i/r_i^3; m: r12 x (p1-p2)/r12^3; t: spin-spin.
 v=Z*n/4-3*m/4; energies/(alpha^2 Z^3), before singlet mixing:
 E0=-2v+t, E1=-v-t/2, E2=v+t/10.
Spatial state: vector r1*F(r1,r2,r12) + sign*r2*F(r2,r1,r12),
sign=-1 for the triplet and +1 for the singlet.
"""
import numpy as np
from numpy.polynomial.laguerre import laggauss
from numpy.polynomial.legendre import leggauss
from scipy.linalg import eigh
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.constants import physical_constants, fine_structure, c as light_speed

ALPHA = fine_structure
TO_CM = physical_constants['hartree-inverse meter relationship'][0] / 100
ANOMALY = abs(physical_constants['electron mag. mom. anomaly'][0])
IONS = dict(zip(range(2, 11),
                ['He', 'Li+', 'Be2+', 'B3+', 'C4+', 'N5+', 'O6+', 'F7+', 'Ne8+']))


def powers(order):
    return np.array([(i, j, k) for i in range(order + 1)
                     for j in range(order + 1 - i)
                     for k in range(order + 1 - i - j)])


def make_grid(a, b, sizes, logarithmic):
    """Half space r1>r2; the other half gives the same integral."""
    x, wx = laggauss(sizes[0])
    y, wy = laggauss(sizes[1])
    z, wz = leggauss(sizes[2])
    sigma = 4 * a * b / (a + b)
    tau = 2 * (a + b)
    gap, r2, s = [q.ravel() for q in np.meshgrid(
        x / sigma, y / tau, (z + 1) / 2, indexing='ij')]
    weight = (((wx * np.exp(x) / sigma)[:, None, None]
               * (wy * np.exp(y) / tau)[None, :, None])
              * (wz / 2)[None, None, :]).ravel()
    r1 = r2 + gap
    if logarithmic:
        stretch = np.log1p(2 * r2 / gap)
        r = gap * np.exp(s * stretch)
        jacobian = r * stretch
    else:
        r = gap + 2 * r2 * s
        jacobian = 2 * r2
    weight = weight * jacobian * r1 * r2 * r
    cosine = 1 - (r - gap) * (r + gap) / (2 * r1 * r2)
    sine = np.sqrt(np.maximum(1 - cosine**2, 0))
    zero = np.zeros_like(r)
    x1 = np.stack([r1, zero, zero], axis=1)
    x2 = np.stack([r2 * cosine, r2 * sine, zero], axis=1)
    return r1, r2, r, x1, x2, weight


def radial(first, second, r, a, b, pw, coef):
    """F and its derivatives by first argument, second argument and r12."""
    top = np.arange(pw.max() + 1)
    i, j, k = pw.T
    f = ((first[:, None]**top)[:, i] * (second[:, None]**top)[:, j]
         * (r[:, None]**top)[:, k]
         * np.exp(-a * first - b * second)[:, None])
    out = [f, f * (i / first[:, None] - a), f * (j / second[:, None] - b),
           f * (k / r[:, None])]
    return out if coef is None else [g @ coef[:, None] for g in out]


def fields(grid, sign, a, b, pw, coef=None):
    """Vector state and its gradients; gradient axes: derivative, component."""
    r1, r2, r, x1, x2, _ = grid
    d, d1, d2, dr = radial(r1, r2, r, a, b, pw, coef)
    e, e2, e1, er = radial(r2, r1, r, a, b, pw, coef)
    n1 = (x1 / r1[:, None])[:, :, None]
    n2 = (x2 / r2[:, None])[:, :, None]
    n12 = ((x1 - x2) / r[:, None])[:, :, None]
    p1, p2 = x1[:, None, :, None], x2[:, None, :, None]
    psi = x1[:, :, None] * d[:, None, :] + sign * x2[:, :, None] * e[:, None, :]

    def gradient(direct, exchanged):
        return p1 * direct[:, :, None, :] + sign * p2 * exchanged[:, :, None, :]
    g1 = gradient(n1 * d1[:, None, :] + n12 * dr[:, None, :],
                  n1 * e1[:, None, :] + n12 * er[:, None, :])
    g2 = gradient(n2 * d2[:, None, :] - n12 * dr[:, None, :],
                  n2 * e2[:, None, :] - n12 * er[:, None, :])
    for q in range(3):
        g1[:, q, q, :] += d
        g2[:, q, q, :] += sign * e
    if coef is not None:
        return psi[..., 0], g1[..., 0], g2[..., 0]
    return psi, g1, g2


def twist(bra, q, grad):
    """Contraction giving the reduced strength of q x gradient."""
    return (np.sum(bra * q, axis=1) * np.trace(grad, axis1=1, axis2=2)
            - np.einsum('nj,nk,njk->n', bra, q, grad))


def strengths(grid, state):
    r1, r2, r, x1, x2, w = grid
    psi, g1, g2 = state
    x12 = x1 - x2
    density = np.sum(psi**2, axis=1)
    norm = w @ density
    n = w @ (twist(psi, x1 / r1[:, None]**3, g1)
             + twist(psi, x2 / r2[:, None]**3, g2)) / (2 * norm)
    m = w @ twist(psi, x12 / r[:, None]**3, g1 - g2) / (2 * norm)
    along = np.sum(psi * x12, axis=1) / r
    t = w @ ((3 * along**2 - density) / (2 * r**3)) / norm
    return n, m, t


def mixing_strengths(grid, bra, ket):
    r1, r2, r, x1, x2, w = grid
    size = np.sqrt((w @ np.sum(bra[0]**2, axis=1))
                   * (w @ np.sum(ket[0]**2, axis=1)))
    nuclear = w @ (twist(bra[0], x1 / r1[:, None]**3, ket[1])
                   - twist(bra[0], x2 / r2[:, None]**3, ket[2])) / (2 * size)
    mutual = w @ twist(bra[0], (x1 - x2) / r[:, None]**3,
                       ket[1] + ket[2]) / (2 * size)
    return np.array([nuclear, mutual])


def solve(inverse_z, order=5):
    a, b = (1 - inverse_z) / 2, 1.0
    pw = powers(order)
    grid = make_grid(a, b, (32, 16, 10), False)
    fine = make_grid(a, b, (40, 24, 24), True)
    r1, r2, r, _, _, w = grid
    potential = np.repeat(-1 / r1 - 1 / r2 + inverse_z / r, 3)[:, None]
    energy, kinetic, states = [], [], []
    for sign in (-1, 1):
        psi, g1, g2 = fields(grid, sign, a, b, pw)
        root = np.sqrt(w)
        p = (psi * root[:, None, None]).reshape(-1, len(pw))
        overlap = p.T @ p
        tmat = np.zeros_like(overlap)
        for g in (g1, g2):
            h = (g * root[:, None, None, None]).reshape(-1, len(pw))
            tmat += h.T @ h / 2
        ham = tmat + p.T @ (p * potential)
        scale = 1 / np.sqrt(np.diag(overlap))
        s, u = eigh(overlap * np.outer(scale, scale))
        keep = s > 1e-12
        basis = scale[:, None] * u[:, keep] / np.sqrt(s[keep])
        reduced = basis.T @ ham @ basis
        values, vectors = eigh((reduced + reduced.T) / 2)
        coef = basis @ vectors[:, 0]
        energy.append(values[0])
        kinetic.append(coef @ tmat @ coef)
        states.append(fields(fine, sign, a, b, pw, coef))
    n, m, t = strengths(fine, states[0])
    forward = mixing_strengths(fine, states[1], states[0])
    backward = mixing_strengths(fine, states[0], states[1])
    return dict(e=energy, kin=kinetic, n=n, m=m, t=t, mix=forward, back=backward)


def intervals(z, s):
    unit = ALPHA**2 * z**3 * TO_CM
    nuclear = -unit * z * s['n'] / 4
    orbit = unit * 3 * s['m'] / 4
    spin = unit * 1.5 * s['t']
    u = unit * (z * s['mix'][0] + s['mix'][1]) / 4
    push = 2 * u**2 / (z**2 * (s['e'][1] - s['e'][0]) * TO_CM)
    e01 = nuclear + orbit + spin + push
    e21 = -2 * (nuclear + orbit) + 0.4 * spin + push
    return dict(e01=e01, e21=e21, nuclear=nuclear, orbit=orbit,
                spin=spin, push=push)


# Angular energies and singlet coupling, point core, from explicit matrices.
eps = np.zeros((3, 3, 3))
for i, j, k in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    eps[i, j, k], eps[i, k, j] = 1, -1
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
spin1 = [np.kron(q / 2, np.eye(2)) for q in sigma]
spin2 = [np.kron(np.eye(2), q / 2) for q in sigma]
dot = sum(p @ q for p, q in zip(spin1, spin2))
triplet = np.kron(np.eye(3), dot + 0.75 * np.eye(4))
singlet = np.eye(12) - triplet
unit3 = np.eye(3)
for z in (2, 5, 8, 11):
    h = np.kron(unit3, dot).astype(complex)
    for i in range(3):
        h += np.kron(-1j * eps[i], (z - 1) / 2 * spin2[i] - spin1[i])
        for j in range(3):
            nn = ((i == j) * unit3 + np.outer(unit3[i], unit3[j])
                  + np.outer(unit3[j], unit3[i])) / 5
            h -= 3 * np.kron(nn, spin1[i] @ spin2[j])
    v = (z - 3) / 4
    expected = sorted([-2*v + 1] + 3*[-v - 0.5] + 5*[v + 0.1] + 3*[0])
    assert np.allclose(np.linalg.eigvalsh(triplet @ h @ triplet), expected)
    coupling = np.linalg.svd(singlet @ h @ triplet, compute_uv=False)
    assert np.allclose(coupling[:3], np.sqrt(2) * (z + 1) / 4)

# Closed-form correlated state (r1-r2)*exp(-a*(r1+r2)).
a_test = 0.7
one = powers(0)
g = make_grid(a_test, a_test, (40, 24, 24), True)
_, m_test, t_test = strengths(g, fields(g, -1, a_test, a_test, one, np.ones(1)))
inverse_cube = (2 * a_test)**3 * 10 / 768
assert abs(t_test / inverse_cube - 1) < 1e-3
assert abs(m_test / (2 * inverse_cube) - 1) < 1e-3

# Direct orbit strength of hydrogenic 1s2p from the enclosed 1s charge.
g = make_grid(0.5, 1.0, (40, 24, 24), True)
pair = [strengths(g, fields(g, q, 0.5, 1.0, one, np.ones(1)))[1] for q in (-1, 1)]
direct = quad(lambda r: r * np.exp(-r) / 24
              * (1 - np.exp(-2*r) * (1 + 2*r + 2*r*r)), 0, np.inf)[0]
assert abs(np.mean(pair) / direct - 1) < 3e-3

# Noninteracting limit, then the real ions.
bare = solve(0.0)
assert abs(bare['e'][0] + 0.625) < 1e-7
assert abs(bare['n'] * 24 - 1) < 1e-3
assert abs(abs(bare['mix'][0]) * 24 - 1) < 1e-3
data = {z: solve(1 / z) for z in IONS}
gaps = {z: intervals(z, data[z]) for z in IONS}
for s in data.values():
    for energy, kinetic in zip(s['e'], s['kin']):
        assert abs(energy + kinetic) < 1e-3
    assert np.allclose(s['mix'], s['back'], rtol=5e-3, atol=2e-5)

orders = {}
for z, q in gaps.items():
    level = {0: q['e01'], 1: 0.0, 2: q['e21']}
    orders[z] = '<'.join(str(j) for j in sorted(level, key=level.get))
assert orders[2] == '2<1<0'
assert all((orders[z] == '0<1<2') == (z >= 7) for z in IONS)

# Basis convergence and estimates of omitted corrections.
change = {}
for z in (2, 7):
    small = intervals(z, solve(1 / z, 4))
    change[z] = max(abs(small[k] - gaps[z][k]) for k in ('e01', 'e21'))
assert change[2] < 0.02 and change[7] < 0.5


def dirac_excess(z):
    def level(kappa):
        gamma = np.sqrt(kappa**2 - (z * ALPHA)**2)
        return 1 / np.sqrt(1 + (z * ALPHA / (2 - kappa + gamma))**2) / ALPHA**2
    return (level(2) - level(1)) / (ALPHA**2 * z**4 / 32) - 1


omitted = {}
for z in (6, 7):
    q = gaps[z]
    moment = ANOMALY * (2*q['nuclear'] + 4*q['orbit']/3 + 2*q['spin'])
    omitted[z] = (moment, q['nuclear'] * dirac_excess(z))
    assert sum(abs(x) for x in omitted[z]) < abs(q['e01'])

print(f'alpha = {ALPHA:.9f}; 1 hartree = {TO_CM:.3f} cm^-1')
print(f'Direct m / <r^-3>, hydrogenic = {direct*24:.4f}')
print(f"Large-Z n,m,t (scaled a.u.) = {bare['n']:.6f}, {bare['m']:.6f}, {bare['t']:.6f}")
print(f"Crossing E0=E1 with large-Z n,m,t, no mixing: Z = "
      f"{(3*bare['m']+6*bare['t'])/bare['n']:.3f}")
print('Reduced strengths n, m, t (scaled a.u.) and triplet energy (hartree):')
for z, s in data.items():
    print(f"{IONS[z]:5s} Z={z:2d} {s['n']:.6f} {s['m']:.6f} {s['t']:.6f} "
          f"E={s['e'][0]*z*z:.6f}")
print('Level order from below; E0-E1 and E2-E1 (cm^-1):')
for z, q in gaps.items():
    print(f"{IONS[z]:5s} {orders[z]} {q['e01']:10.3f} {q['e21']:10.3f}")
print('Parts of E0-E1 (cm^-1): nuclear, two-electron orbit, spin-spin, mixing:')
for z, q in gaps.items():
    print(f"{IONS[z]:5s} {q['nuclear']:10.3f} {q['orbit']:9.3f} "
          f"{q['spin']:9.3f} {q['push']:8.4f}")
charges = np.array(list(IONS))
e01 = np.array([gaps[z]['e01'] for z in charges]) / charges**3
e21 = np.array([gaps[z]['e21'] for z in charges]) / charges**3
for name, curve in (('E2=E1', e21), ('E2=E0', e21 - e01), ('E0=E1', e01)):
    roots = CubicSpline(charges, curve).roots(extrapolate=False)
    assert len(roots) == 1
    print(f'Interpolated crossing {name}: Z = {roots[0]:.2f}')
for z in (2, 7):
    print(f'{IONS[z]} largest interval change, basis order 4 to 5: '
          f'{change[z]:.5f} cm^-1')
for z in (6, 7):
    print(f'{IONS[z]} estimated omitted E0-E1 shifts: anomaly '
          f'{omitted[z][0]:.3f}, Dirac {omitted[z][1]:.3f} cm^-1')
ghz = light_speed * 100 / 1e9
print(f"E0-E1 in GHz: He {gaps[2]['e01']*ghz:.2f}, N5+ {gaps[7]['e01']*ghz:.1f}")
print('PASS')
```

Printed output:

```
alpha = 0.007297353; 1 hartree = 219474.631 cm^-1
Direct m / <r^-3>, hydrogenic = 0.5926
Large-Z n,m,t (scaled a.u.) = 0.041667, 0.042981, 0.024691
Crossing E0=E1 with large-Z n,m,t, no mixing: Z = 6.650
Reduced strengths n, m, t (scaled a.u.) and triplet energy (hartree):
He    Z= 2 0.008471 0.008501 0.005611 E=-2.133118
Li+   Z= 3 0.017685 0.017743 0.010947 E=-5.027697
Be2+  Z= 4 0.023102 0.023285 0.014036 E=-9.174962
B3+   Z= 5 0.026556 0.026866 0.016005 E=-14.573129
C4+   Z= 6 0.028936 0.029355 0.017363 E=-21.221704
N5+   Z= 7 0.030671 0.031182 0.018355 E=-29.120496
O6+   Z= 8 0.031992 0.032579 0.019112 E=-38.269417
F7+   Z= 9 0.033030 0.033681 0.019707 E=-48.668422
Ne8+  Z=10 0.033867 0.034572 0.020188 E=-60.317484
Level order from below; E0-E1 and E2-E1 (cm^-1):
He    2<1<0      0.987     -0.085
Li+   1<2<0      5.200      2.050
Be2+  1<0<2     11.571     14.776
B3+   1<0<2     16.230     52.364
C4+   1<0<2     12.589    135.115
N5+   0<1<2     -8.481    289.550
O6+   0<1<2    -58.368    548.693
F7+   0<1<2   -150.322    952.474
Ne8+  0<1<2   -298.924   1548.255
Parts of E0-E1 (cm^-1): nuclear, two-electron orbit, spin-spin, mixing:
He        -0.396     0.596     0.787   0.0002
Li+       -4.186     4.199     5.182   0.0044
Be2+     -17.280    13.062    15.748   0.0408
B3+      -48.496    29.437    35.072   0.2169
C4+     -109.572    55.580    65.749   0.8321
N5+     -215.170    93.751   110.373   2.5639
O6+     -382.874   146.212   171.543   6.7512
F7+     -633.191   215.221   251.856  15.7919
Ne8+    -989.548   303.040   353.907  33.6770
Interpolated crossing E2=E1: Z = 2.21
Interpolated crossing E2=E0: Z = 3.75
Interpolated crossing E0=E1: Z = 6.71
He largest interval change, basis order 4 to 5: 0.00607 cm^-1
N5+ largest interval change, basis order 4 to 5: 0.37497 cm^-1
C4+ estimated omitted E0-E1 shifts: anomaly -0.016, Dirac -0.131 cm^-1
N5+ estimated omitted E0-E1 shifts: anomaly -0.098, Dirac -0.352 cm^-1
E0-E1 in GHz: He 29.60, N5+ -254.3
PASS
```
